# The gyrotropic magnetic effect and its one-third ratio for Weyl nodes

**Q:** A magnetic field does no work on electrons. Why should it drive a current along itself in a metal at equilibrium?

**A:** A static field does not, as will be shown. The claim concerns a field that oscillates at frequency $\omega$ and varies slowly in space with wave vector $q$. I use independent electrons in a clean crystal and atomic units, with electron charge $-1$. Collisions and the Zeeman energy of the bare spin are left out. For a Bloch state $|u\rangle$ with $H|u\rangle=\varepsilon|u\rangle$, define the velocity $\mathbf v=\nabla_k\varepsilon$ and

$$\boldsymbol\Omega=i\langle\partial u|\times|\partial u\rangle,\qquad \mathbf m=-\tfrac{i}{2}\langle\partial u|\times(H-\varepsilon)|\partial u\rangle .$$

The first is the Berry curvature, the second the orbital moment of a wave packet. In a field the packet has energy $\tilde\varepsilon=\varepsilon-\mathbf m\cdot\mathbf B$. I start from the semiclassical packet equations,

$$\dot{\mathbf r}=\nabla_k\tilde\varepsilon-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad \dot{\mathbf k}=-\mathbf E-\nabla_r\tilde\varepsilon-\dot{\mathbf r}\times\mathbf B .$$

**Q:** First show me that the static current vanishes.

**A:** Take $\mathbf B$ uniform and write $\tilde{\mathbf v}=\nabla_k\tilde\varepsilon$. Inserting the second equation into the first gives

$$\dot{\mathbf r}=\tilde{\mathbf v}+\mathbf E\times\boldsymbol\Omega+(\dot{\mathbf r}\times\mathbf B)\times\boldsymbol\Omega .$$

The last term equals $\mathbf B(\dot{\mathbf r}\cdot\boldsymbol\Omega)-\dot{\mathbf r}(\mathbf B\cdot\boldsymbol\Omega)$. The scalar product of the whole equation with $\boldsymbol\Omega$ gives $\dot{\mathbf r}\cdot\boldsymbol\Omega=\tilde{\mathbf v}\cdot\boldsymbol\Omega$. Hence, with $D=1+\mathbf B\cdot\boldsymbol\Omega$,

$$D\dot{\mathbf r}=\tilde{\mathbf v}+\mathbf E\times\boldsymbol\Omega+\mathbf B(\tilde{\mathbf v}\cdot\boldsymbol\Omega).$$

The same $D$ is the phase-space density of states, so the packet centres carry $\mathbf j=-\sum_n\int[dk]\,D f\dot{\mathbf r}$, where $[dk]=d^3k/(2\pi)^3$. In equilibrium $\mathbf E=0$ and $f=f_0(\tilde\varepsilon)$, the Fermi function. To first order in $\mathbf B$,

$$\mathbf j=-\sum_n\int[dk]\,f_0(\tilde\varepsilon)\nabla_k\tilde\varepsilon-\mathbf B\sum_n\int[dk]\,f_0(\varepsilon)\,\mathbf v\cdot\boldsymbol\Omega .$$

Let $G'=f_0$. The first integrand is $\nabla_kG(\tilde\varepsilon)$, which integrates to zero over the periodic Brillouin zone. The second is $\nabla_k\cdot(G\boldsymbol\Omega)-G\,\nabla_k\cdot\boldsymbol\Omega$. Its total derivative also vanishes, and $\nabla_k\cdot\boldsymbol\Omega$ is nonzero only where bands touch. There the two bands have opposite monopole charges and the same energy, hence the same $G$, so they cancel.

**Q:** At a touching point $\mathbf m$ may diverge. Does your total derivative survive that?

**A:** At a Weyl node $m\sim1/k$. Cut out a small sphere of radius $k$. The term linear in $B$ leaves a surface contribution of order $k^2\times(1/k)$, which goes to zero with $k$. The static current is therefore zero at linear order.

**Q:** Then what changes when the field oscillates?

**A:** The distribution no longer follows the energy. Without collisions,

$$\partial_tf+\dot{\mathbf r}\cdot\nabla_rf+\dot{\mathbf k}\cdot\nabla_kf=0 .$$

Put $f=f_0(\tilde\varepsilon)+g$. Acting on $f_0(\tilde\varepsilon)$, the left side gives

$$f_0'\,[\partial_t\tilde\varepsilon+\dot{\mathbf r}\cdot\nabla_r\tilde\varepsilon+\dot{\mathbf k}\cdot\nabla_k\tilde\varepsilon].$$

Since $\nabla_k\tilde\varepsilon=\dot{\mathbf r}+\dot{\mathbf k}\times\boldsymbol\Omega$, the last term is $\dot{\mathbf k}\cdot\dot{\mathbf r}=-\mathbf E\cdot\dot{\mathbf r}-\dot{\mathbf r}\cdot\nabla_r\tilde\varepsilon$. The gradients cancel, and to linear order

$$(\partial_t+\mathbf v\cdot\nabla_r)g=f_0'(\mathbf m\cdot\partial_t\mathbf B+\mathbf v\cdot\mathbf E).$$

For fields varying as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ this is solved by

$$g=f_0'\,\frac{\omega\,\mathbf m\cdot\mathbf B+i\,\mathbf v\cdot\mathbf E}{\omega-\mathbf q\cdot\mathbf v}.$$

If $\omega\ll qv$, the magnetic part disappears and the static result returns. If $qv\ll\omega$, it becomes $g_B=f_0'\,\mathbf m\cdot\mathbf B$. Then $f_0(\tilde\varepsilon)+g_B=f_0(\varepsilon)$: the packets shift in energy, but their occupations stay as they were without the field.

**Q:** So the current comes from $g_B$ alone?

**A:** The part assigned to $\mathbf B$ does, because $f_0(\tilde\varepsilon)$ carries none. Inserting $g_B$ in $-\sum_n\int[dk]\,\mathbf v g$ gives $j_i=\alpha_{ij}B_j$ with

$$\alpha_{ij}=-\sum_n\int[dk]\,f_0'(\varepsilon)\,v_im_j .$$

At zero temperature $f_0'=-\delta(\varepsilon-\mu)$, and $d^3k=dS\,d\varepsilon/|\mathbf v|$. With $\hat{\mathbf v}=\mathbf v/|\mathbf v|$,

$$\alpha_{ij}=\frac1{8\pi^3}\sum_n\oint dS\,\hat v_i\,m_j .$$

This is the gyrotropic magnetic effect. It vanishes in a band insulator, which has no Fermi surface. It also vanishes in a crystal with inversion symmetry, where $\mathbf v$ is odd in $\mathbf k$ and $\mathbf m$ is even. Time reversal makes both odd and therefore permits the effect.

**Q:** An oscillating $\mathbf B$ comes with an electric field. By Faraday's law $E\sim\omega B/q$, which is not small. Have you thrown it away?

**A:** I have separated it. Its contribution must be added to get the full bulk response. Take $\mathbf q$ along $z$ and $\mathbf E$ in the $xy$ plane, so that $\mathbf B=\mathbf q\times\mathbf E/\omega=(q/\omega)(-E_y,E_x,0)$. The electric part of $g$ is $g_E=(i/\omega)f_0'\,\mathbf v\cdot\mathbf E$ at leading order. Its direct current is the usual Drude response. The next order in $q$ contains $v_iv_jv_z$. This is symmetric in $i,j$, whereas the sum found below is antisymmetric, so the two can be told apart. With time reversal it integrates to zero, and I leave it out. I also leave out the anomalous Hall current, which comes from the term $\mathbf E\times\boldsymbol\Omega$ in the packet velocity. It is of zeroth order in $q$ and likewise vanishes with time reversal.

But $g_E$ also magnetizes the electron gas, $\mathbf M=\sum_n\int[dk]\,\mathbf m\,g_E$, and $\nabla\times\mathbf M=i\mathbf q\times\mathbf M$ is a current. Write $K_{ij}=-\alpha_{ij}$. The $x$ components are

$$j^{M}_x=\frac q\omega(K_{xy}E_x+K_{yy}E_y),\qquad j^{B}_x=-K_{xx}B_x-K_{xy}B_y=\frac q\omega(K_{xx}E_y-K_{xy}E_x).$$

In the sum the $K_{xy}$ terms cancel:

$$j_x=\frac q\omega(K_{xx}+K_{yy})E_y=(\alpha_{xx}+\alpha_{yy})B_x .$$

In an isotropic system the full response is $2\alpha$. Half is the motion of packet centres, to which the name $\alpha$ refers, and half is magnetization current.

**Q:** Packet equations may miss terms with gradients of $\mathbf E$, which are of the same order in $q$. Can you get this sum without packets?

**A:** Yes, by linear response. Let $\mathbf A\propto e^{i(qz-\omega t)}$ lie in the $xy$ plane. For charge $-1$ the Hamiltonian is $H(\mathbf k+\mathbf A)$. I take models in which $V_x=\partial_{k_x}H$ and $V_y=\partial_{k_y}H$ do not depend on $k_z$, so no ordering question arises. The perturbation $P=V_jA_j$ takes a state $a$ at $\mathbf k-\mathbf q/2$ to $b$ at $\mathbf k+\mathbf q/2$. The first-order density matrix obeys $\omega\rho_{ba}=(\varepsilon_b-\varepsilon_a)\rho_{ba}+P_{ba}(f_a-f_b)$. Since $j_i=-\langle V_i\rangle$, this gives $j_i=-\chi_{ij}A_j$ with

$$\chi_{ij}=\sum_{ab}\int[dk]\,\frac{f_a-f_b}{\omega+\varepsilon_a-\varepsilon_b}\langle a|V_i|b\rangle\langle b|V_j|a\rangle .$$

The diamagnetic term is symmetric in $i,j$ and drops out of what follows. We need the part that is antisymmetric in $x,y$ and linear in $q$.

For two different bands the denominator stays finite, so small $q$ and small $\omega$ can be taken in either order. This requires $\omega$ to lie well below the interband energies wherever the two bands are unequally filled. Near a band touching, both must therefore be equally filled. Within one band the fraction tends to $f_0'$ in the static limit, but to zero, as $qv_z/\omega$, in the dynamic one. Therefore the dynamic response equals the static response minus the static intraband term.

**Q:** And that intraband term contains the orbital moment?

**A:** Expand the states as $|u\rangle\pm(q/2)|\partial_zu\rangle$. Then

$$\langle a|V_x|b\rangle=v_x+iqX,\quad \langle b|V_y|a\rangle=v_y-iqY,$$

with $X=\mathrm{Im}\langle u|V_x|\partial_zu\rangle$ and $Y=\mathrm{Im}\langle u|V_y|\partial_zu\rangle$. The antisymmetric part of the product is $iq(v_yX-v_xY)$. Differentiating $(H-\varepsilon)|u\rangle=0$ gives $\langle u|V_x=v_x\langle u|-\langle\partial_xu|(H-\varepsilon)$. From the definition of $\mathbf m$,

$$m_y=-\mathrm{Im}\langle\partial_xu|(H-\varepsilon)|\partial_zu\rangle,\qquad m_x=\mathrm{Im}\langle\partial_yu|(H-\varepsilon)|\partial_zu\rangle .$$

With $a_z=\mathrm{Im}\langle u|\partial_zu\rangle$ we find $X=v_xa_z+m_y$ and $Y=v_ya_z-m_x$. The phase-dependent $a_z$ cancels, leaving $v_yX-v_xY=v_xm_x+v_ym_y$. Hence

$$\chi^{A}_{xy}\big|_{\rm dyn}-\chi^{A}_{xy}\big|_{\rm stat}=-iq\sum_n\int[dk]f_0'(v_xm_x+v_ym_y)=iq(\alpha_{xx}+\alpha_{yy}).$$

Since $B_x=-iqA_y$, a vanishing static part gives $j_x=(\alpha_{xx}+\alpha_{yy})B_x$, as before.

This was tested on a gapped two-band chiral lattice at small $q$ and small imaginary frequency. In units of $e^2/\hbar^2$, the Fermi-surface integral is $-4.9619\times10^{-3}$ eV and the response sum is $-4.9616\times10^{-3}$ eV. These values are for hopping 1 eV, $\mu=-3.8$ eV and a thermal energy of 0.2 eV. The last digits of the response sum depend on $q$ and on the frequency: it moves between $-4.960$ and $-4.962\times10^{-3}$ eV for imaginary frequencies from 0.05 to 0.01 eV. The static response is zero within the mesh error, about $10^{-8}$ of this on a $48^3$ mesh and larger on coarser ones.

**Q:** Now the Weyl nodes. Which "static chiral coefficient" do you want to compare with?

**A:** The one obtained by counting states from a node. Let $H=\varepsilon_\nu+\chi_\nu v\,\boldsymbol\sigma\cdot\mathbf k$, with chirality $\chi_\nu=\pm1$, and $\mu_\nu=\mu-\varepsilon_\nu$. In a field along $z$, $\boldsymbol\pi=\mathbf k+\mathbf A$ has $[\pi_x,\pi_y]=-iB$, so

$$(\sigma_x\pi_x+\sigma_y\pi_y)^2=\pi_x^2+\pi_y^2+\sigma_zB .$$

The lowest value of $\pi_x^2+\pi_y^2$ is $B$. The zero mode thus has $\sigma_z=-1$ and energy $-\chi_\nu vk_z$ from the node. The other Landau levels are even in $k_z$ and carry no net current. The zero mode has $B/2\pi$ states per area. Filling it from the node to $\mu_\nu$ gives the particle current $(B/2\pi)(-\chi_\nu\mu_\nu/2\pi)$. Multiplying by the charge $-1$ and summing over nodes,

$$j=CB,\qquad C=\frac1{4\pi^2}\sum_\nu\chi_\nu(\mu-\varepsilon_\nu).$$

**Q:** With nodes at different energies $C$ is not zero. You have just proved that the static current is.

**A:** Both statements hold, because $C$ leaves out the states filled below the nodes. In a crystal at equilibrium they cancel it. A lattice with Weyl nodes at $\pm0.30$ eV was tested for this: its static response is about $4\times10^{-9}$ of the value suggested by the node offset. So $C$ is a formula to compare with, not the static response of the crystal.

**Q:** Then compute $\alpha$, including its sign.

**A:** Put $\mathbf k$ along $z$. Perturbation theory for $|\partial_ju\rangle$ gives, for a band $n$ and its partner $p$,

$$m_z=\frac{\mathrm{Im}\,\langle n|V_x|p\rangle\langle p|V_y|n\rangle}{\varepsilon_p-\varepsilon_n},\qquad V_j=\chi_\nu v\sigma_j .$$

For $n=\uparrow$ the numerator is $v^2$ and the denominator $-2\chi_\nu vk$. For $n=\downarrow$ both change sign. By isotropy both bands have

$$\mathbf m=-\chi_\nu\frac{v}{2k}\hat{\mathbf k}.$$

The Fermi surface is a sphere of radius $k_F=|\mu_\nu|/v$, with $\hat{\mathbf v}=s\hat{\mathbf k}$ and $s=\mathrm{sign}\,\mu_\nu$. The angular integral of $\hat k_i\hat k_j$ is $4\pi\delta_{ij}/3$, so

$$\alpha^{(\nu)}_{ij}=\frac{k_F^2}{8\pi^3}\,s\left(-\frac{\chi_\nu v}{2k_F}\right)\frac{4\pi}3\delta_{ij}=-\frac{\chi_\nu\mu_\nu}{12\pi^2}\delta_{ij}.$$

Summing over nodes gives $\alpha_{ij}=-\tfrac13C\,\delta_{ij}$. The magnitude is one third of the static formula, and the sign is opposite. The chiralities in a crystal sum to zero, so $\mu$ drops out:

$$\alpha=\frac1{12\pi^2}\sum_\nu\chi_\nu\varepsilon_\nu .$$

**Q:** I could also compute the dynamic response of a single node. I would find $+1/3$, not $-1/3$.

**A:** That is a different quantity. In units of $\chi_\nu\mu_\nu/4\pi^2$, an isolated node, measured from its neutral state, has static response 1. The full dynamic response adds $2\alpha$, which is $-2/3$, and leaves $1/3$. The response sum gives 1.0000 and 0.3333. In a crystal the static part is cancelled. If the whole Fermi surface consists of small pockets on linear untilted cones, the full dynamic response is then $-\tfrac23C$, of which the packet centres carry $-\tfrac13C$. Band curvature changes these fractions: for the lattice with nodes at $\pm0.30$ eV the full dynamic response at low temperature is about $-0.65\,C$.

**Q:** Give me numbers, and show that a hole pocket does not spoil the argument.

**A:** Take two model nodes with $\hbar v=3$ eV Å: $\chi=+1$ at $0.06$ eV and $\chi=-1$ at $-0.04$ eV. All coefficients below are in units of $e^2/\hbar^2$. For $\mu=0.10$ eV the local fillings are $0.04$ and $0.14$ eV, so

$$C=\frac{0.04-0.14}{4\pi^2}=-2.533\times10^{-3}\ \text{eV}.$$

The first pocket has $k_F=0.04/3=0.0133$ Å$^{-1}$. Its moment along the velocity is $-3/(2\times0.01333)=-112.5$ eV Å$^2$, times $e/\hbar$. The node contributions are

$$-\frac{0.04}{12\pi^2}=-3.377\times10^{-4}\ \text{eV},\qquad +\frac{0.14}{12\pi^2}=1.182\times10^{-3}\ \text{eV}.$$

Their sum is $\alpha=8.44\times10^{-4}$ eV, and $\alpha/C=-0.3333$. The smaller pocket has the larger moment, since $m\propto1/k_F$, but its area falls as $k_F^2$, so it contributes less.

Now set $\mu=0$. The first node has $\mu_\nu=-0.06$ eV and becomes a hole pocket. The moment at given $\mathbf k$ keeps its sign while the velocity reverses, so the moment along the velocity is now $+75$ eV Å$^2$. The contributions become $5.066\times10^{-4}$ and $3.377\times10^{-4}$ eV. Their sum is again $8.44\times10^{-4}$ eV.

In SI units $\alpha=3.12\times10^8$ A m$^{-2}$ T$^{-1}$. In this model a field amplitude of 1 mT would give a packet-centre current of about $3\times10^5$ A m$^{-2}$. The magnetization current doubles the bulk current density. Being a curl, it is cancelled by surface currents in the net current through a whole cross-section of a sample.

**Q:** At what frequencies could that be seen?

**A:** Vertical transitions at a node begin at $\hbar\omega=2|\mu_\nu|$, here 0.08 eV for the smaller pocket in both cases, and $\hbar\omega$ must lie well below this. From below, $\omega$ must be well above $qv$ and the collision rate. These are the conditions for the formula to hold; they do not make the effect easy to detect. The electric field also drives a Drude current, which in this example is much larger, and an anomalous Hall current if the nodes are separated in $\mathbf k$ in a crystal without time reversal, and below the plasma frequency the field enters only a thin surface layer of the metal. If collisions restore $f_0(\tilde\varepsilon)$ at a single rate $1/\tau$, the uniform equation is $-i\omega g_B+g_B/\tau=-i\omega f_0'\,\mathbf m\cdot\mathbf B$. It multiplies $\alpha$ by $\omega\tau/(\omega\tau+i)$, which tends to 1 for $\omega\tau\gg1$ and to zero for $\omega\tau\ll1$.

**Q:** Real cones are not isotropic. Does the one third survive?

**A:** It survives anisotropy without tilt. Let $H=\varepsilon_\nu+\boldsymbol\sigma\cdot(A\mathbf k)$, where $A$ is now a real velocity matrix and $\chi_\nu=\mathrm{sign}\det A$. Put $\boldsymbol\kappa=A\mathbf k$. The upper band has $\mathbf v=A^T\hat{\boldsymbol\kappa}$. The moment contains two factors $V_j=\sum_aA_{aj}\sigma_a$ in an antisymmetric combination, which produces the cofactors of $A$:

$$\mathbf m=\det A\;A^{-1}\left(-\frac{\hat{\boldsymbol\kappa}}{2\kappa}\right).$$

With $d^3k=d^3\kappa/|\det A|$,

$$\alpha^{(\nu)}_{ij}=\frac{\chi_\nu}{16\pi^3}\int d^3\kappa\,\frac{f_0'}{\kappa}\sum_{ac}A_{ai}(A^{-1})_{jc}\,\hat\kappa_a\hat\kappa_c .$$

The angular integral gives $4\pi\delta_{ac}/3$, and then $\sum_a(A^{-1})_{ja}A_{ai}=\delta_{ij}$. The radial integral is $\int\kappa f_0'd\kappa=-\mu_\nu$ at zero temperature. The result is again $-\chi_\nu\mu_\nu\delta_{ij}/12\pi^2$. In the lower band $\mathbf v$ changes sign and $\mu_\nu=-\kappa$ at the Fermi surface, so the formula is the same. Averaged over angles, the product of velocity and moment scales as $\det A$, and the volume element $d^3k=d^3\kappa/|\det A|$ cancels this factor up to its sign $\chi_\nu$. A numerical surface integral for a skewed cone was tested against the whole tensor and agrees.

**Q:** And with tilt?

**A:** Then it fails. Add $wvk_z$ to an isotropic cone, with $0<w<1$. The eigenvectors and the gap do not change, so neither does $\mathbf m$, but $\mathbf v=v(\hat{\mathbf k}+w\hat{\mathbf z})$ for $\mu_\nu>0$. With $c=\cos\theta$ the Fermi surface is $k=\mu_\nu/[v(1+wc)]$. The energy from the node is proportional to $k$ along each ray, so $\int d^3k\,\delta(\varepsilon-\mu)=\int d\Theta\,k^3/\mu_\nu$, where $d\Theta$ is the solid angle. Using $\mathbf v\cdot\mathbf m=-\chi_\nu v^2(1+wc)/2k$,

$$\mathrm{Tr}\,\alpha^{(\nu)}=-\frac{\chi_\nu\mu_\nu}{16\pi^3}\int\frac{d\Theta}{1+wc}=-\frac{\chi_\nu\mu_\nu}{4\pi^2}\,\frac{\operatorname{artanh}w}{w}.$$

For $w\to0$ the last factor is 1, and the untilted trace returns. For $w=0.5$ it is 1.099. The diagonal elements are then 0.359, 0.359 and 0.282 of the trace, the last along the tilt, so no single factor of one third relates the tensor to $C$. As $w\to1$ the trace grows logarithmically. The pocket then extends beyond the range where a linear cone describes the band, and the integral must be taken over the real Fermi surface.

## Table of computed values

```
hbar v of both nodes: 3.00 eV angstrom
node chirality +1: energy +0.060 eV
node chirality -1: energy -0.040 eV
chemical potential: 0.100 eV
  chirality +1: mu - E_node = +0.040 eV
    Fermi radius = 0.01333 1/angstrom
    moment along velocity = -112.50 eV angstrom^2 (x e/hbar)
    alpha of this node = -3.3774e-04 eV (x e^2/hbar^2)
  chirality -1: mu - E_node = +0.140 eV
    Fermi radius = 0.04667 1/angstrom
    moment along velocity = +32.14 eV angstrom^2 (x e/hbar)
    alpha of this node = +1.1821e-03 eV (x e^2/hbar^2)
  static formula C = -2.5330e-03 eV (x e^2/hbar^2)
  alpha, both nodes = +8.4434e-04 eV (x e^2/hbar^2)
  alpha / C = -0.33333
chemical potential: 0.000 eV
  chirality +1: mu - E_node = -0.060 eV
    Fermi radius = 0.02000 1/angstrom
    moment along velocity = +75.00 eV angstrom^2 (x e/hbar)
    alpha of this node = +5.0661e-04 eV (x e^2/hbar^2)
  chirality -1: mu - E_node = +0.040 eV
    Fermi radius = 0.01333 1/angstrom
    moment along velocity = +112.50 eV angstrom^2 (x e/hbar)
    alpha of this node = +3.3774e-04 eV (x e^2/hbar^2)
  static formula C = -2.5330e-03 eV (x e^2/hbar^2)
  alpha, both nodes = +8.4434e-04 eV (x e^2/hbar^2)
  alpha / C = -0.33333
alpha in SI: 3.122e+08 A/(m^2 T)
gapped chiral lattice (hopping 1 eV), alpha_xx + alpha_yy:
  chemical potential -3.80 eV, temperature 0.20 eV
  Fermi-surface integral = -4.96192e-03 eV (x e^2/hbar^2)
  dynamic quantum response = -4.96162e-03 eV (x e^2/hbar^2)
  static response / Fermi integral = -1.1e-08
Weyl lattice with offset nodes:
  node energies +-0.30 eV
  |static response| / (offset/4pi^2) = 3.9e-09
isolated node, full response in units of chi (mu-E_node)/(4 pi^2):
  static = 1.0000, dynamic = 0.3333
  dynamic - static = -0.6667
anisotropic untilted node, mu - E_node = 0.10 eV, alpha_ii / trace:
  0.3333, 0.3333, 0.3333
  trace / node formula = 1.000000
tilt w = 0.50 along z: trace / untilted formula = 1.09861
  alpha_ii / trace: 0.3590, 0.3590, 0.2819
```
